**Self-heating of a square ferroelectric loop**

One adiabatic cycle of a square hysteresis loop raises the temperature by ΔT = 4P_rE_c/c to leading order, where P_r is the remanence, E_c the coercive field and c the zero-field heat capacity per volume. For 30 µC/cm², 0.05 MV/cm and 3 J/(cm³ K), this gives 2 K. The program asserts that the numerically integrated loop area agrees with 4P_rE_c, with and without a lossless linear dielectric response and at a larger peak field. It also follows the cycle in small field steps with temperature-dependent P_r and E_c, and asserts that the accumulated work equals the stored heat. The output shows a rise of 1.996 K, with electrocaloric cooling of about 0.15 K before the first switching and a jump of about 1.3 K at it. Further assertions compare the formulas for heat loss, dielectric loss, a rounded loop and steady heating with a series, quadratures and a finite-volume solution. The estimated mean steady rise under continuous 1 MHz cycling is 133 K for a fixed loop and an ideal heat sink, so the 2 K result applies to a single cycle.

## Program and output

```python
"""Adiabatic self-heating of a square ferroelectric hysteresis loop.

Result under test: one full cycle from zero field back to the same remanent
state heats the material by dT = 4 * Pr * Ec / c, to leading order.
Pr: remanence (uC/cm2); Ec: coercive field (MV/cm);
c: zero-field heat capacity per volume (J/(cm3 K)).
The product uC/cm2 * MV/cm equals J/cm3.
Material parameters are rough values for a lead zirconate titanate film.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad

# Given data, converted from SI
Pr = 0.3 * 100.0             # C/m2 -> uC/cm2
Ec = 5.0e6 / 1.0e8           # V/m -> MV/cm
c = 3.0e6 / 1.0e6            # J/(m3 K) -> J/(cm3 K)

# Example and rough material parameters
T_start = 300.0              # K
peak = 0.1                   # MV/cm
period = 1.0e-6              # s
thickness = 1.0e-3           # cm
diffusivity = 5.0e-3         # cm2/s
pyro = -0.03                 # dPr/dT, uC/(cm2 K)
Ec_slope = -1.5e-4           # dEc/dT, MV/(cm K)
eps_r = 1000.0
loss_tangent = 0.02
conductivity = 1.0e-10       # S/cm
electrode_thickness = 1.0e-5 # cm
electrode_c = 2.8            # J/(cm3 K)
breakdown = 1.0              # MV/cm
frequency_exponent = 0.05    # Ec proportional to frequency**exponent
reference_frequency = 1.0e3  # Hz
round_width = 0.5 * Ec       # MV/cm
eps0 = const.epsilon_0 * 1.0e10  # uC/cm2 per MV/cm

work = 4.0 * Pr * Ec
rise = work / c


def relay_loop_area(amplitude, permittivity, steps=80000):
    """Closed integral of E dP for a relay plus a lossless dielectric."""
    phase = np.linspace(0.0, 2.0 * np.pi, steps + 1)
    field = -amplitude * np.sin(phase)
    sign = 1
    polarization = np.empty_like(field)
    for i, value in enumerate(field):
        if sign * value <= -Ec:
            sign = -sign
        polarization[i] = sign * Pr + eps0 * permittivity * value
    middle = 0.5 * (field[1:] + field[:-1])
    return float(np.sum(middle * np.diff(polarization)))


def adiabatic_cycle(dPr, dEc, amplitude, steps=80000):
    """Follow temperature and work with Pr and Ec linear in temperature.

    Reversible branches conserve c*log(T) + sign*dPr*E.
    Switching at fixed field conserves u - E*P.
    """
    def remanence(temp):
        return Pr + dPr * (temp - T_start)

    temp, sign, old_field, done = T_start, 1, 0.0, 0.0
    switches, half_temp = [], None
    fields = -amplitude * np.sin(np.linspace(0.0, 2.0 * np.pi, steps + 1))
    for i in range(1, steps + 1):
        field = float(fields[i])
        new = temp * np.exp(-sign * dPr * (field - old_field) / c)
        done += 0.5 * (field + old_field) * sign * dPr * (new - temp)
        temp = new
        if sign * field <= -(Ec + dEc * (temp - T_start)):
            k = dPr * temp - remanence(temp)
            new = temp + 2.0 * sign * field * k / c
            done += field * (-sign) * (remanence(new) + remanence(temp))
            switches.append((temp, new))
            temp, sign = new, -sign
        old_field = field
        if i == steps // 2:
            half_temp = temp
    assert len(switches) == 2 and sign == 1
    return temp, done, switches, half_temp


# Loop area from its definition, with and without a linear dielectric
area_plain = relay_loop_area(peak, 0.0)
area_dielectric = relay_loop_area(peak, eps_r)
area_overdriven = relay_loop_area(1.5 * peak, eps_r)
for area in (area_plain, area_dielectric, area_overdriven):
    # The switching field is resolved to one field step
    assert abs(area / work - 1.0) < 5e-4

# Same product evaluated in atomic units
au = const.physical_constants
bohr = au["atomic unit of length"][0]
hartree = au["atomic unit of energy"][0]
field_au = Ec * 1.0e8 / au["atomic unit of electric field"][0]
pol_au = Pr / 100.0 * bohr**2 / const.e
work_from_au = 4.0 * pol_au * field_au * hartree / bohr**3 / 1.0e6
assert abs(work_from_au / work - 1.0) < 1e-7
work_ev = work * 1.0e6 / const.e * 1.0e-30

# Thermodynamic cycle: first law, final rise, electrocaloric cancellation
final, done, switches, half_temp = adiabatic_cycle(pyro, Ec_slope, peak)
cycle_rise = final - T_start
assert abs(done - c * cycle_rise) < 1e-6
assert abs(cycle_rise - rise) < 0.01
assert abs(half_temp - T_start - rise / 2.0) < 0.005
caloric = T_start * abs(pyro) * Ec / c
before, after = switches[0]
assert abs((T_start - before) - caloric) < 1e-3
jump_formula = 2.0 * Ec * (Pr + T_start * abs(pyro)) / c
assert abs((after - before) - jump_formula) < 2e-3
assert abs((after - half_temp) - caloric) < 2e-3
overdriven = adiabatic_cycle(pyro, Ec_slope, 1.5 * peak)[0]
assert abs(overdriven - final) < 1e-3

# Heat loss: short-time formula against the eigenfunction series
modes = 2 * np.arange(2000) + 1
switch_phase = np.arcsin(Ec / peak) / (2.0 * np.pi)
ages = period * np.array([1.0 - switch_phase, 0.5 - switch_phase])
loss_fractions = 2.0 * np.sqrt(diffusivity * ages / np.pi) / thickness
for age, fraction in zip(ages, loss_fractions):
    decay = (modes * np.pi / 2.0)**2 * diffusivity * age / thickness**2
    kept = np.sum(8.0 / (modes * np.pi)**2 * np.exp(-decay))
    assert abs(1.0 - kept - fraction) < 1e-7
loss_fraction = float(np.mean(loss_fractions))

# Dielectric loss: formula against the integral for a lagging response
eps_loss = eps_r * loss_tangent
dielectric_work = np.pi * eps0 * eps_loss * peak**2


def lagging_power(phase):
    rate = eps_r * np.cos(phase) + eps_loss * np.sin(phase)
    return peak * np.sin(phase) * eps0 * peak * rate


lag_area = quad(lagging_power, 0.0, 2.0 * np.pi)[0]
assert abs(lag_area / dielectric_work - 1.0) < 1e-8

# Rounded saturated loop with the same remanence
round_factor = 1.0 / np.tanh(Ec / round_width)
P_sat = Pr * round_factor


def branch_gap(field):
    upper = np.tanh((field + Ec) / round_width)
    lower = np.tanh((field - Ec) / round_width)
    return P_sat * (upper - lower)


round_peak = 10.0 * Ec
round_area = quad(branch_gap, -round_peak, round_peak,
                  points=[-Ec, 0.0, Ec], limit=200)[0]
assert abs(round_area / (work * round_factor) - 1.0) < 1e-7

# Steady heating: formula against a finite-volume heat balance
conductance = diffusivity * c
heat_power = work / period
steady_rise = heat_power * thickness**2 / (3.0 * conductance)
cells = 300
dx = thickness / cells
matrix = np.zeros((cells, cells))
for i in range(cells):
    if i > 0:
        matrix[i, i] += 1.0
        matrix[i, i - 1] -= 1.0
    else:
        matrix[i, i] += 2.0
    if i < cells - 1:
        matrix[i, i] += 1.0
        matrix[i, i + 1] -= 1.0
source = np.full(cells, heat_power * dx**2 / conductance)
steady_numeric = np.mean(np.linalg.solve(matrix, source))
assert abs(steady_numeric / steady_rise - 1.0) < 1e-4

# Remaining order-of-magnitude estimates
leak_work = conductivity * (peak * 1.0e6)**2 / 2.0 * period
leak_rise = leak_work / c
electrode_heat = electrode_c * electrode_thickness
film_heat = c * thickness
electrode_drop = rise * electrode_heat / (film_heat + electrode_heat)
frequency = 1.0 / period
Ec_factor = (frequency / reference_frequency)**frequency_exponent
assert Ec * Ec_factor < peak < breakdown


def show(label, value, unit, form=".4g"):
    print(f"{label}: {value:{form}} {unit}")


show("Remanence", Pr, "uC/cm2")
show("Coercive field", Ec, "MV/cm")
show("Heat capacity", c, "J/(cm3 K)")
show("Loop work, formula", work, "J/cm3")
show("Loop work, numerical integral", area_plain, "J/cm3", ".4f")
show("Loop work, converted", work_ev, "eV/angstrom3")
show("Heating per reversal, formula", rise / 2.0, "K")
show("Heating per cycle, formula", rise, "K")
show("Start temperature", T_start, "K")
show("Peak field", peak, "MV/cm")
show("Cycle period", period * 1.0e6, "us")
show("Film thickness", thickness * 1.0e7, "nm", ".0f")
show("Pyroelectric slope dPr/dT", pyro, "uC/(cm2 K)")
show("Coercive-field slope dEc/dT", Ec_slope, "MV/(cm K)")
show("Electrocaloric cooling estimate", caloric, "K")
show("Switching jump estimate", jump_formula, "K")
show("Temperature before first switching", before, "K", ".3f")
show("Temperature after first switching", after, "K", ".3f")
show("Temperature after half cycle", half_temp, "K", ".3f")
show("Temperature after full cycle", final, "K", ".3f")
show("Full-cycle rise with varying Pr, Ec", cycle_rise, "K", ".3f")
show("Thermal diffusivity", diffusivity, "cm2/s")
show("Thermal conductivity", conductance, "W/(cm K)")
show("Heat fraction lost to ideal sink", 100.0 * loss_fraction, "%")
show("Temperature lost to ideal sink", rise * loss_fraction, "K")
show("Relative permittivity", eps_r, "(dimensionless)", ".0f")
show("Loss tangent", loss_tangent, "(dimensionless)")
show("Extra heating, dielectric loss", dielectric_work / c, "K")
show("Leakage conductivity", conductivity, "S/cm")
show("Extra heating, leakage", leak_rise, "K")
show("Top electrode thickness", electrode_thickness * 1.0e7, "nm")
show("Electrode heat capacity", electrode_c, "J/(cm3 K)")
show("Reduction by top electrode", electrode_drop, "K")
show("Rounding width", round_width, "MV/cm")
show("Peak field for rounded loop", round_peak, "MV/cm")
show("Extra heating, rounded loop", rise * (round_factor - 1.0), "K")
show("Ec reference frequency", reference_frequency / 1000.0, "kHz")
show("Ec frequency exponent", frequency_exponent, "(dimensionless)")
show("Ec factor at drive frequency", Ec_factor, "(dimensionless)")
show("Extra heating if Ec was at reference", rise * (Ec_factor - 1), "K")
show("Rough breakdown field", breakdown, "MV/cm")
show("Peak field / breakdown field", peak / breakdown, "(dimensionless)")
show("Mean steady rise, repeated cycles", steady_rise, "K")
print("verified")
```

Output:

```
Remanence: 30 uC/cm2
Coercive field: 0.05 MV/cm
Heat capacity: 3 J/(cm3 K)
Loop work, formula: 6 J/cm3
Loop work, numerical integral: 5.9999 J/cm3
Loop work, converted: 3.745e-05 eV/angstrom3
Heating per reversal, formula: 1 K
Heating per cycle, formula: 2 K
Start temperature: 300 K
Peak field: 0.1 MV/cm
Cycle period: 1 us
Film thickness: 10000 nm
Pyroelectric slope dPr/dT: -0.03 uC/(cm2 K)
Coercive-field slope dEc/dT: -0.00015 MV/(cm K)
Electrocaloric cooling estimate: 0.15 K
Switching jump estimate: 1.3 K
Temperature before first switching: 299.850 K
Temperature after first switching: 301.151 K
Temperature after half cycle: 301.000 K
Temperature after full cycle: 301.996 K
Full-cycle rise with varying Pr, Ec: 1.996 K
Thermal diffusivity: 0.005 cm2/s
Thermal conductivity: 0.015 W/(cm K)
Heat fraction lost to ideal sink: 6.395 %
Temperature lost to ideal sink: 0.1279 K
Relative permittivity: 1000 (dimensionless)
Loss tangent: 0.02 (dimensionless)
Extra heating, dielectric loss: 0.01854 K
Leakage conductivity: 1e-10 S/cm
Extra heating, leakage: 1.667e-07 K
Top electrode thickness: 100 nm
Electrode heat capacity: 2.8 J/(cm3 K)
Reduction by top electrode: 0.01849 K
Rounding width: 0.025 MV/cm
Peak field for rounded loop: 0.5 MV/cm
Extra heating, rounded loop: 0.07463 K
Ec reference frequency: 1 kHz
Ec frequency exponent: 0.05 (dimensionless)
Ec factor at drive frequency: 1.413 (dimensionless)
Extra heating if Ec was at reference: 0.8251 K
Rough breakdown field: 1 MV/cm
Peak field / breakdown field: 0.1 (dimensionless)
Mean steady rise, repeated cycles: 133.3 K
verified
```
